# First-order force errors and second-order energy errors in unconverged Kohn-Sham calculations

In a calculation on a silicene monolayer, the error of the input electron density was reduced tenfold, from 3% to 0.3% of the error of a crude starting density. The Kohn-Sham energy error fell from 0.449 to 0.0044 meV, a factor of 102. The error of the force on the buckling height fell from 37.9 to 3.77 meV/Å, a factor of 10. Both quantities came from the same orbitals, yet one error follows the square of the density error and the other its first power.

## The calculation and its conventions

The layer is free-standing, with lattice constant 3.87 Å and buckling height $R=0.55$ Å. The atoms lie at heights $\pm R/2$, and the force is $F=-dE/dR$. By inversion symmetry it equals the vertical force on the upper atom. The level is the local density approximation (LDA) with GTH pseudopotentials, a 136 eV plane-wave cutoff, a cell 8 Å high and a 2×2 k mesh. On this mesh the four doubly filled bands are separated from the empty ones by 1.55 eV.

The derivation uses Rydberg atomic units: the kinetic operator is $-\nabla^2$ and $e^2=2$. For orthonormal orbitals $\psi_i$ with weights $f_i$ (two times the k-point weight), the energy is

$$E=\sum_i f_i\langle\psi_i|-\nabla^2+V(R)|\psi_i\rangle+E_{\rm Hxc}[n]+E_{\rm II}(R).$$

Here $V$ is the ionic pseudopotential, $E_{\rm Hxc}$ the Hartree plus exchange-correlation energy, and $E_{\rm II}$ the ion-ion energy. The plane waves do not move with the atoms. At fixed orbitals $R$ therefore enters through $V$ and $E_{\rm II}$ alone, and the Hellmann-Feynman force is

$$F=-\sum_i f_i\langle\psi_i|\partial_RV|\psi_i\rangle-\partial_RE_{\rm II}.$$

An unconverged calculation takes an input density $n_{\rm in}$, builds the potential $v[n_{\rm in}]$ with $v=\delta E_{\rm Hxc}/\delta n$, and solves for orbitals whose density is $n_{\rm out}$. "Kohn-Sham energy" means the functional above, evaluated with these output orbitals.

## Where the linear term goes

Let $\varphi_i$ (filled) and $\varphi_a$ (empty) be the self-consistent orbitals, with eigenvalues $\varepsilon_i,\varepsilon_a$ and density $n_*$. Rotations among filled orbitals at one k point change nothing, so an orbital error is described by the admixture of empty states,

$$\psi_i=\varphi_i+\sum_a x_{ai}\varphi_a+O(x^2).$$

The $x_{ai}$ can be taken real here, because the density errors used keep the inversion symmetry, which makes the matrices real. An input error $\Delta n=n_{\rm in}-n_*$ changes the potential by $K\Delta n$ to first order, where $K=\delta v/\delta n$. First-order perturbation theory gives

$$x_{ai}=-\frac{\langle\varphi_a|K\Delta n|\varphi_i\rangle}{\varepsilon_a-\varepsilon_i}.$$

The orbital error is thus linear in the density error, provided the gap is open and $\Delta n$ is small.

Now vary the energy. The change of $E_{\rm Hxc}$ is $\int v\,\delta n$, which joins the other operators to form the Kohn-Sham Hamiltonian $H$. The factor 2 below comes from the two equal cross terms:

$$\delta E=2\sum_{ai}f_i\,x_{ai}\langle\varphi_a|H|\varphi_i\rangle=0.$$

It vanishes because the $\varphi$ are eigenstates of $H$, so $H$ has no elements between filled and empty states. The same step for the force gives

$$\Delta F=-2\sum_{ai}f_i\,x_{ai}\langle\varphi_a|\partial_RV|\varphi_i\rangle+O(x^2).$$

The operator is now $\partial_RV$, and self-consistency does not remove its elements between filled and empty states. This is the whole asymmetry: the ground state is stationary for the energy, not for the expectation value of $\partial_RV$.

The energy error begins at second order. The admixture moves weight $x_{ai}^2$ from $\varphi_i$ to $\varphi_a$, and the density change $\delta n$ of the output orbitals adds an interaction term:

$$\Delta E=\sum_{ai}f_i\,x_{ai}^2(\varepsilon_a-\varepsilon_i)+\tfrac12\iint\delta n\,K\,\delta n+O(x^3).$$

Collect the $x_{ai}$ in a vector $\delta$ and write the quadratic form as $\tfrac12\delta^TA\delta$. At a stable minimum the symmetric matrix $A$ is positive definite, so $\Delta E>0$ for small errors.

## The force error measures a lag

The coefficient of the force error has a mechanical meaning. Treat the energy as a function $E(x,R)$ of orbital parameters and ionic coordinate, with minimum at $x_*(R)$. The minimum condition $E_x(x_*(R),R)=0$ holds for every $R$. Its derivative is

$$A\,x_*'+E_{xR}=0,\qquad\text{so}\qquad E_{xR}=-A\,x_*',$$

where $x_*'=dx_*/dR$ is the response of the electrons to the ionic motion. Since $F=-E_R$ at fixed $x$, its first-order change is $-E_{Rx}\delta$, and therefore

$$\Delta F=x_*'^{\,T}A\,\delta+O(\delta^2).$$

The energy is a bowl whose lowest point moves as the ions move. A trial state slightly off the lowest point costs little energy. When the bowl shifts beneath it, that energy changes in proportion to the offset.

One electronic variable shows this completely. Take $E=\tfrac12a(x-cR)^2+\tfrac12bR^2$. The minimum is at $x_*=cR$, and at fixed $x$

$$F=ac(x-cR)-bR.$$

With $\delta=x-cR$, the energy error is $\tfrac12a\delta^2$ and the force error $ac\,\delta$. If the electrons do not respond, $c=0$ and the force error disappears.

With many variables the first-order term can also vanish because $\delta$ and $x_*'$ are orthogonal in the metric $A$. Suppose the density error is even under inversion and both atoms are shifted upward together. The response to the shift is odd, $A$ respects inversion, and the product is zero. The buckling coordinate has no such protection from an even density error.

## Why differentiating a small error does not make it smaller

If the energy error is quadratic, its derivative might be expected to be quadratic too. Let the trial state be $x_t(R)=x_*(R)+\delta(R)$. The full slope of the trial energy is

$$\frac{d}{dR}E(x_t,R)=E_R+E_x\cdot x_t'=-F+x_t'^{\,T}A\delta+O(\delta^2),$$

because $E_x=A\delta$ to first order. The Hellmann-Feynman force leaves out the last product, in which $A\delta$ is small but $x_t'$ is not. If $\delta'$ is as small as $\delta$, the full slope has a second-order error, and the omitted term supplies the first-order error of $F$. If the trial state is frozen, $x_t'=0$ and nothing is omitted, but then $\delta'=-x_*'$ is not small, and the slope of $\tfrac12\delta^TA\delta$ is itself of first order. Both readings give the same $\Delta F$.

## How large the force error can be

For a positive definite $A$, the Cauchy-Schwarz inequality gives

$$(x_*'^{\,T}A\delta)^2\le(x_*'^{\,T}Ax_*')(\delta^TA\delta).$$

The last factor is $2\Delta E$. Hence, to leading order,

$$|\Delta F|\le\sqrt{2\kappa\,\Delta E},\qquad \kappa=x_*'^{\,T}A\,x_*'.$$

The stiffness $\kappa$ follows from two force constants. The ground-state energy $E_0(R)=E(x_*(R),R)$ has slope $E_0'=E_R$, since $E_x=0$. Differentiating again,

$$E_0''=E_{RR}+E_{Rx}x_*'=E_{RR}-\kappa.$$

So $\kappa$ is the force constant with frozen orbitals minus the true one. For this layer

$$\kappa=40.677-3.044=37.633\ \text{eV/Å}^2\quad(0.7746\ \text{Ry/bohr}^2).$$

Electronic relaxation cancels 93% of the frozen stiffness. The fraction is stable, but $\kappa$ itself is not converged in the cutoff: it rises to 44.1 eV/Å² at 190 eV and 49.1 eV/Å² at 272 eV, while a 4×4 mesh gives 38.0 eV/Å². The true force constant lies between 2.9 and 3.4 eV/Å² over these settings. The true force constant is the small remainder of two large terms, and the cancellation is lost if the electrons do not follow the ions.

The bound can be reached. Ground-state orbitals of a geometry displaced by $s$ have $\delta=s\,x_*'$, which gives $\Delta E=\tfrac12\kappa s^2$ and $\Delta F=\kappa s$. Orbitals converged at displacements of ±0.001 bohr were inserted, unchanged, at the original geometry. The energy excess and the force change each gave $\kappa=37.63$ eV/Å², in agreement with the force constants.

This case occurs when old plane-wave coefficients are reused unchanged after an ionic step. With atom-centred basis functions the reused orbitals follow the atoms, and the stiffness can be much smaller. For a step of 0.01 Å, the energy error is $\tfrac12\times37.6\times10^{-4}$ eV, or 1.9 meV. The force error is 376 meV/Å, while the true force changes by about 30 meV/Å. Forces evaluated before the orbitals have been updated are useless here, although the energy looks good.

## Reading the numbers

The start density $n_{\rm at}$ is a sum of atomic Gaussians of width 0.688 Å, with four electrons each. Its error was scaled by a factor $\lambda$, with geometry, basis and k mesh fixed:

$$n_{\rm in}=n_*+\lambda(n_{\rm at}-n_*).$$

| $\lambda$ | energy error (meV) | force error (meV/Å) |
|---|---|---|
| 1 | 656 | 1471 |
| 0.1 | 5.21 | 128.7 |
| 0.01 | 0.0492 | 12.58 |
| 0.003 | 0.0044 | 3.77 |

Between the last two rows the measured powers of $\lambda$ are 2.004 for the energy and 1.002 for the force. At $\lambda=0.003$ the bound is $\sqrt{2\times37.63\times4.40\times10^{-6}}=0.0182$ eV/Å, and the actual error is 21% of it. That fraction is the cosine of the angle between $\delta$ and $x_*'$ in the metric $A$. It belongs to this start density and cutoff. At 190 eV the errors at $\lambda=0.01$ are 0.0465 meV and 11.9 meV/Å, and the fraction is about 19%. Gaussian widths of 0.58 and 0.85 Å give 25% and 43%, the latter with the opposite sign.

A self-consistency run with plain linear mixing starts at $\lambda=1$ and adds half of the residual $n_{\rm out}-n_{\rm in}$ to the input at each step:

| step | energy error (meV) | force error (meV/Å) | bound (meV/Å) |
|---|---|---|---|
| 1 | 656 | 1471 | 7027 |
| 2 | 45.7 | 83.6 | 1854 |
| 3 | 4.55 | −29.9 | 585 |
| 5 | 0.120 | −6.75 | 95.2 |
| 7 | 0.0060 | −0.72 | 21.2 |
| 9 | 0.0003 | −0.08 | 5.1 |

The bound was tested, with a 5% allowance for higher orders, at the seven steps with energy errors below 13.6 meV, and it held. The force error goes from 21% of the bound at step 1 to 1.5% at step 9, though not steadily (4.5% at step 2, 8.1% at step 4), so over the whole run mixing removes the part of the error that matters for this force faster than the rest. Why it does so was not investigated, and another coordinate or mixing scheme may behave differently. The entries shift with the cutoff: at 190 eV step 5 gives 0.154 meV and −7.7 meV/Å, and step 9 gives 0.0006 meV and −0.13 meV/Å, with the same trend. The force error also changes sign between steps 2 and 3. A force that happens to be right at one step is therefore no evidence of convergence.

## A force whose error is second order

The Harris-Foulkes energy suggests a cure. It uses the eigenvalues $\epsilon_i$ obtained in the input potential:

$$E_{\rm HF}=\sum_if_i\epsilon_i-\int v[n_{\rm in}]\,n_{\rm in}+E_{\rm Hxc}[n_{\rm in}]+E_{\rm II}.$$

The eigenvalue sum contains the kinetic and ionic energies of the output orbitals plus $\int v[n_{\rm in}]n_{\rm out}$. Subtracting from the Kohn-Sham energy, with $r=n_{\rm out}-n_{\rm in}$, gives

$$E-E_{\rm HF}=E_{\rm Hxc}[n_{\rm out}]-E_{\rm Hxc}[n_{\rm in}]-\int v[n_{\rm in}]\,r=\tfrac12\iint rKr+O(r^3).$$

The residual $r$ is of first order, so $E_{\rm HF}$ also has a second-order error. Unlike the Kohn-Sham error, it need not be positive: at $\lambda=0.01$ it is −0.082 meV, against +0.049 meV for the Kohn-Sham energy.

Now let the input density depend on $R$, and write $n_{\rm in}'=dn_{\rm in}/dR$. The eigenvalue sum contributes $\sum_if_i\langle\psi_i|\partial_RV|\psi_i\rangle+\int n_{\rm out}Kn_{\rm in}'$. The double-counting integral contributes $-\int n_{\rm in}Kn_{\rm in}'-\int v\,n_{\rm in}'$, and $E_{\rm Hxc}$ contributes $+\int v\,n_{\rm in}'$, which cancels the term before it. What remains is

$$-\frac{dE_{\rm HF}}{dR}=F-\iint r\,K\,n_{\rm in}'.$$

Because $K$ is symmetric and $Kr=v[n_{\rm out}]-v[n_{\rm in}]$ up to terms of order $r^2$, the corrected force is

$$F_{\rm corr}=F-\int\big(v[n_{\rm out}]-v[n_{\rm in}]\big)\,n_{\rm in}'.$$

Its error is the slope of an error quadratic in $\Delta n$. That slope contains the product of $\Delta n$ and $n_{\rm in}'-n_*'$. It is of second order if the assumed density response $n_{\rm in}'$ is right to first order, and of first order if it is merely plausible.

Both cases were computed. At $\lambda=0.01$ the raw error of 12.6 meV/Å drops to 0.0007 meV/Å with the true response, and to 1.5 meV/Å when atomic densities are moved rigidly with the atoms. The measured powers of $\lambda$ are 1.93 and 0.99. The true response requires converged neighbouring geometries or a linear-response calculation, so it is a check of the theory more than a tool. The rigid-atom correction is cheap and gains a factor of eight here. The factor depends on the atomic density that is moved: for the same input density, Gaussian widths of 0.53, 0.85 and 1.06 Å give gains of about 2, 37 and 8.

At $\lambda=1$ the rigid-atom error is 11.6 meV/Å, less than the 26.8 meV/Å at $\lambda=0.3$. The small-$\lambda$ slope, $0.471/0.003=157$ meV/Å, would predict 157 meV/Å at $\lambda=1$. Higher orders therefore cancel most of the linear term there, and such a cancellation cannot be counted on elsewhere.

## What to do in practice

Set the energy tolerance from the force that is needed. Inverting the bound gives the sufficient condition

$$\Delta E\le\frac{F_{\rm tol}^2}{2\kappa}.$$

For 10 meV/Å this is $(0.01)^2/(2\times37.63)$ eV, or 0.0013 meV; for 1 meV/Å it is a hundred times smaller. Conversely, an energy error of 1 meV permits a force error of up to 274 meV/Å. These are guarantees for the worst direction of $\delta$, and the run above did much better. They hold for this coordinate and this cutoff, at leading order. With the $\kappa$ of a 272 eV cutoff, 0.0013 meV becomes 0.0010 meV and 274 meV/Å becomes 313 meV/Å.

Here $\Delta E$ is the error of the Kohn-Sham energy of the output orbitals. The Harris-Foulkes error cannot take its place. It changes sign in the mixing run, from −17.9 meV at step 3 to +1.1 meV at step 5, and a small short-wave ripple added to the input at $\lambda=0.01$ makes it vanish while the force error stays at 12 meV/Å. Also, $\Delta E$ is the distance from the converged energy, not the change between two steps. If the error shrinks by a factor $q$ per step, the error left after a step is the last change divided by $q-1$. For $q=4$, close to the late steps above, that is a third of the change; for $q=1.1$ it is ten times the change. In a large cell $\Delta E$ is the error of the total energy, since a tolerance per atom would let the whole error gather around one atom.

Monitor the force as well as the energy, over several steps because of possible sign changes. The accuracy needed depends on the use. With a force constant of 3.04 eV/Å², a force error of 10 meV/Å displaces a relaxed height by 0.003 Å. That constant belongs to $R=0.55$ Å; it falls to about 2.1 eV/Å² at 0.45 Å and to about 0.4 eV/Å² between 0.15 and 0.25 Å, where the same error displaces the height by more than 0.02 Å. A force constant from displacements of ±0.01 Å is more demanding: errors of 1 meV/Å with opposite signs change it by $0.002/0.02=0.1$ eV/Å², or 3%.

A comparison of forces with differences of converged energies reveals inconsistencies of other kinds. Here the two gave −0.5723 and −0.5722 eV/Å. The difference comes from the finite step used for the ion-ion slope, and with an accurate slope both are −0.5722 eV/Å. With atom-centred basis functions such a comparison fails unless Pulay forces are included, since the basis then moves with the ions. That contribution does not vanish at self-consistency.

## How far the example represents silicene

The lattice constant is a rough typical value for calculated free-standing silicene. The buckling is somewhat above the usual calculated height of roughly 0.45 Å. The small calculation does not reproduce that height: its force is still −0.32 eV/Å at 0.45 Å and stays negative down to 0.15 Å, so its own minimum is a nearly flat layer. The small basis and mesh limit the force itself. Changing one setting at a time, a cutoff of 14 Ry (190 eV) gives −0.489 eV/Å, a 4×4 mesh −0.471 eV/Å, and a cell height of 11 Å −0.572 eV/Å. The first two shifts, 0.08 and 0.10 eV/Å, exceed the self-consistency error from step 3 onward. Tight self-consistency does not repair a coarse mesh. The first-step force error is steadier, from 1400 to 1544 meV/Å over these settings. The first-step energy error ranges from 615 to 819 meV, with the largest value on the 4×4 mesh.

The assumption that real silicene breaks is the gap. Without spin-orbit coupling the filled and empty bands of the ideal layer touch at the Dirac point, which neither mesh contains. Partial filling there would need occupations as further variables, and the stationary quantity at a fixed electronic temperature is then the free energy. That effect, spin-orbit coupling, the supporting substrate and the error of LDA were not sized here. They can change $\kappa$ and the force. The orders of the two errors rest on a stationary functional and a smooth electronic response, and persist where these conditions do. The numerical output below lists the base calculation and its three variants. The further values quoted for other cutoffs, heights and widths are not part of it.

## Values computed for the example and the checks

```
lattice constant 3.87 A, buckling 0.55 A
cutoff 10 Ry = 136.1 eV, cell height 8 A, k mesh 2x2
plane waves at Gamma: 387, FFT grid (15, 15, 30)
start density: Gaussian width 0.688 A per atom
gap on the k mesh: 1.550 eV
converged energy per cell: -211.1720 eV
converged force on buckling: -0.57226 eV/A
force from energy differences: -0.57220 eV/A
frozen-orbital force constant: 40.677 eV/A^2
relaxed force constant: 3.044 eV/A^2
kappa: 37.633 eV/A^2 = 0.7746 Ry/bohr^2
kappa from displaced-orbital energy: 37.633 eV/A^2
kappa from displaced-orbital force: 37.633 eV/A^2
scale | KS energy, Harris energy error (meV) | force error,
  with true-response, rigid-atom correction (meV/A)
1.000 | 656.020644 -2234.956952 | 1470.5949 -11.1255908 11.5800
0.300 | 51.381398 -146.547512 | 401.8165 -0.5542105 26.7622
0.100 | 5.211539 -11.801384 | 128.6620 0.0109185 12.8124
0.030 | 0.448896 -0.824740 | 37.9415 0.0049744 4.4309
0.010 | 0.049162 -0.081838 | 12.5787 0.0007156 1.5441
0.003 | 0.004401 -0.007024 | 3.7662 0.0000700 0.4708
orders below are taken between scales 0.01 and 0.003
order of KS energy error: 2.004
order of Harris energy error: 2.039
order of force error: 1.002
order, true-response correction: 1.931
order, rigid-atom correction: 0.987
true-response error / scale^2 at the last three scales (meV/A): 5.53, 7.16, 7.78
plain mixing, half of the residual added per step:
step | energy error (meV) | force error, bound (meV/A)
   1 | 656.020644 | 1470.5949 7026.8262
   2 | 45.662195 | 83.5966 1853.8682
   3 | 4.550640 | -29.8762 585.2436
   4 | 0.649801 | -17.8869 221.1519
   5 | 0.120408 | -6.7528 95.1980
   6 | 0.025849 | -2.2423 44.1087
   7 | 0.005958 | -0.7191 21.1765
   8 | 0.001421 | -0.2335 10.3422
   9 | 0.000345 | -0.0787 5.0982
steps inside the tested range of the bound: 7
energy error 1 meV allows force error up to 274.3 meV/A
force error below 10 meV/A is ensured by energy error 0.00133 meV
force error below 1 meV/A is ensured by energy error 0.0000133 meV
setting | converged force (eV/A) | first-step errors: meV, meV/A
base | -0.5723 | 656.02, 1470.6
cutoff 14 Ry | -0.4885 | 615.02, 1400.5
cell height 11 A | -0.5717 | 671.40, 1502.2
k mesh 4x4 | -0.4707 | 818.87, 1544.3
```
